# Two real auxiliary fields per momentum pair for the plane-wave Coulomb interaction

Three electrons in a cubic cell of side 5 bohr occupy the determinant $|0\uparrow,k\uparrow,0\downarrow\rangle$, built from the three plane waves with wave vectors $-k,0,k$. Their interaction energy is $-0.0637$ hartree. Written as a sum of squares of density operators, the same interaction first gives $+0.1035$ hartree, from which a self-interaction must be subtracted. The constant that removes self-interaction in a complete basis is $0.2387$ hartree here, and it would leave $-0.1353$ hartree. The correct subtraction is $0.1671$ hartree. The difference comes from the truncation of the basis. Which of the two self terms belongs in an auxiliary-field code depends on how the field is applied to the orbitals, as Section 7 shows.

## 1. Interaction and conventions

Hartree atomic units are used. The cell has volume $\Omega$, the orbitals are $e^{i\mathbf G\cdot\mathbf r}/\sqrt\Omega$ with spin $\sigma$, and $B$ is the finite set of vectors $\mathbf G$ kept. A uniform background cancels the $\mathbf Q=0$ part of the Coulomb potential, so two electrons interact through

$$u(\mathbf r-\mathbf r')=\frac1\Omega\sum_{\mathbf Q\ne0}v(Q)\,e^{i\mathbf Q\cdot(\mathbf r-\mathbf r')},\qquad v(Q)=\frac{4\pi}{Q^2}.$$

The factor $e^{i\mathbf Q\cdot\mathbf r}$ takes $\mathbf G$ to $\mathbf G+\mathbf Q$, and $e^{-i\mathbf Q\cdot\mathbf r'}$ takes $\mathbf G'$ to $\mathbf G'-\mathbf Q$. Hence

$$V=\frac1{2\Omega}\sum_{\mathbf Q\neq0}v(Q)\sum_{\mathbf G\mathbf G'\sigma\sigma'}c^\dagger_{\mathbf G+\mathbf Q,\sigma}c^\dagger_{\mathbf G'-\mathbf Q,\sigma'}c_{\mathbf G'\sigma'}c_{\mathbf G\sigma},$$

where all four wave vectors must lie in $B$. The density operator of the basis is

$$\rho(\mathbf Q)=\sum_\sigma\sum_{\mathbf G,\,\mathbf G+\mathbf Q\in B}c^\dagger_{\mathbf G+\mathbf Q,\sigma}c_{\mathbf G\sigma}.$$

Its adjoint contains $c^\dagger_{\mathbf G\sigma}c_{\mathbf G+\mathbf Q,\sigma}$. Renaming $\mathbf G+\mathbf Q$ as $\mathbf G$ shows that $\rho(\mathbf Q)^\dagger=\rho(-\mathbf Q)$.

## 2. The self term

Label the four operators in $V$ as $c_1^\dagger c_2^\dagger c_3c_4$. Exchanging the annihilators gives a minus sign, and $c_2^\dagger c_4=\delta_{24}-c_4c_2^\dagger$, so

$$c_1^\dagger c_2^\dagger c_3c_4=-c_1^\dagger c_2^\dagger c_4c_3
=c_1^\dagger c_4\,c_2^\dagger c_3-\delta_{24}\,c_1^\dagger c_3 .$$

The first product sums to $\rho(\mathbf Q)\rho(-\mathbf Q)$. In the second, $\delta_{24}$ requires $\sigma=\sigma'$ and $\mathbf G=\mathbf G'-\mathbf Q$. Then $\mathbf G+\mathbf Q=\mathbf G'$, and the operator is the occupation number $n_{\mathbf G'\sigma}$. It occurs only if $\mathbf G'-\mathbf Q$ is in $B$. Therefore

$$V=\frac1{2\Omega}\sum_{\mathbf Q\ne0}v(Q)\rho(\mathbf Q)\rho(-\mathbf Q)-S,$$

$$S=\sum_{\mathbf G\sigma}s(\mathbf G)\,n_{\mathbf G\sigma},\qquad
s(\mathbf G)=\frac1{2\Omega}\sum_{\substack{\mathbf Q\ne0\\ \mathbf G-\mathbf Q\in B}}v(Q).$$

In a truncated basis $S$ is a one-body operator whose levels $s(\mathbf G)$ in general depend on $\mathbf G$, since different plane waves of $B$ can have different available shifts. Even when the levels are equal, the lost shifts lower them: in the basis $0,k$ each wave has one shift of length $k$, so $s=v(k)/2\Omega$, half of what the two transfers $\pm k$ would give together. If the basis is complete and the set of $\mathbf Q$ is finite, no shift is lost, and $S$ becomes a constant for $N$ electrons:

$$S=NC_0,\qquad C_0=\frac1{2\Omega}\sum_{\mathbf Q\ne0}v(Q)=\tfrac12u(0).$$

This is the energy of each electron in its own potential, limited to the chosen $\mathbf Q$. For a large spherical cutoff $Q_c$, replacing the sum by an integral gives the leading growth

$$C_0\simeq\frac1{2\Omega}\frac{\Omega}{(2\pi)^3}\int_0^{Q_c}4\pi Q^2\,\frac{4\pi}{Q^2}\,dQ=\frac{Q_c}{\pi}.$$

The self term thus has no limit by itself. It must be computed with the same $\mathbf Q$ as the squares from which it is subtracted. For the 5 bohr cell, the slope between cutoffs $10k$ and $20k$ is $0.3181$ hartree bohr, against $1/\pi=0.3183$; because lattice shells enter in steps, neighbouring cutoffs move this slope by about $0.001$. The remainder $C_0-Q_c/\pi$ stays finite ($-0.29$ hartree at $20k$) and approaches the Madelung value $-2.8373/2L=-0.284$ hartree, with $L$ the cell side. It is the energy of an electron with its own periodic images and the background. $V$ as defined here omits this constant, so total energies of a periodic system must add it once per electron.

## 3. Two squares for each pair

Choose one member of each pair $\mathbf Q,-\mathbf Q$ and write the choice as $\mathbf Q>0$. Let $g_Q=\sqrt{v(Q)/2\Omega}$, which is real because $v(Q)>0$. The two members of a pair contribute

$$g_Q^2\left(\rho\rho^\dagger+\rho^\dagger\rho\right),\qquad \rho\equiv\rho(\mathbf Q).$$

Both orders appear, so no commutation of densities has been assumed. Define the Hermitian operators

$$A_{\mathbf Q}=g_Q(\rho+\rho^\dagger),\qquad B_{\mathbf Q}=i g_Q(\rho-\rho^\dagger).$$

Their squares are

$$A_{\mathbf Q}^2=g_Q^2\left(\rho^2+\rho^{\dagger2}+\rho\rho^\dagger+\rho^\dagger\rho\right),$$
$$B_{\mathbf Q}^2=-g_Q^2\left(\rho^2+\rho^{\dagger2}-\rho\rho^\dagger-\rho^\dagger\rho\right).$$

The terms $\rho^2$ and $\rho^{\dagger2}$ cancel in the sum, leaving twice the pair contribution. Thus

$$\boxed{V=\frac12\sum_{\mathbf Q>0}\left(A_{\mathbf Q}^2+B_{\mathbf Q}^2\right)-S.}$$

This identity holds for any finite plane-wave set, with the one-body $S$ of Section 2. The numerical check tests it in the whole Fock space of seven plane waves with two spins.

## 4. From squares to fields

Let $a$ be an eigenvalue of a Hermitian operator $A$, and let $\tau>0$ be the imaginary-time step. Completing the square gives

$$-\frac{x^2}{2}+i\sqrt\tau\,xa=-\frac12\left(x-i\sqrt\tau\,a\right)^2-\frac{\tau a^2}{2}.$$

The shifted Gaussian integrates to $\sqrt{2\pi}$: its integrand is analytic and decays at large $|\mathrm{Re}\,x|$, so the contour may be moved back to the real axis. Since this holds for each eigenvalue,

$$e^{-\tau A^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2}\,e^{i\sqrt\tau\,xA}.$$

The $i$ comes from the positive sign of the repulsive square.

Assign independent real normal variables $x_{\mathbf Q},y_{\mathbf Q}$, of mean zero and variance one, to $A_{\mathbf Q},B_{\mathbf Q}$. One field sample defines the one-body operator

$$\hat h=\sum_{\mathbf Q>0}(x_{\mathbf Q}A_{\mathbf Q}+y_{\mathbf Q}B_{\mathbf Q})
=\sum_{\mathbf Q>0}g_Q\left[\phi_{\mathbf Q}\rho(\mathbf Q)+\phi_{\mathbf Q}^*\rho(-\mathbf Q)\right],$$

with $\phi_{\mathbf Q}=x_{\mathbf Q}+iy_{\mathbf Q}$. Setting $\phi_{-\mathbf Q}=\phi_{\mathbf Q}^*$ extends the notation to both members. There is one complex field, or two real fields, per pair. With this normalization $\langle|\phi_{\mathbf Q}|^2\rangle=2$. In the form $\hat h=\sum_{\mathbf Q\ne0}g_Q\phi_{\mathbf Q}\rho(\mathbf Q)$, independent complex fields for $\mathbf Q$ and $-\mathbf Q$ would make $\hat h$ non-Hermitian and its mean square zero.

The short-time propagator is

$$\boxed{e^{-\tau V}=e^{\tau S/2}\left\langle e^{i\sqrt\tau\,\hat h}\right\rangle e^{\tau S/2}+O(\tau^2).}$$

Angle brackets without a state denote the field average. Section 6 derives the remainder.

## 5. Complete basis: a fluctuating local potential

In a complete basis $\rho(\mathbf Q)=\sum_je^{i\mathbf Q\cdot\mathbf r_j}$. All densities commute, and $\hat h=\sum_jw(\mathbf r_j)$ with

$$w(\mathbf r)=\sum_{\mathbf Q>0}2g_Q\left[x_{\mathbf Q}\cos(\mathbf Q\cdot\mathbf r)-y_{\mathbf Q}\sin(\mathbf Q\cdot\mathbf r)\right].$$

The minus sign follows from $i(e^{i\theta}-e^{-i\theta})=-2\sin\theta$. Independence of the fields gives

$$\langle w(\mathbf r)w(\mathbf r')\rangle=\sum_{\mathbf Q>0}4g_Q^2\cos[\mathbf Q\cdot(\mathbf r-\mathbf r')]=u(\mathbf r-\mathbf r').$$

The last equality uses $4g_Q^2=2v(Q)/\Omega$, the factor 2 supplying the other member of the pair. The Coulomb interaction is therefore the covariance of the random potential. At fixed electron positions $\sum_jw(\mathbf r_j)$ is a normal variable, so

$$\left\langle e^{i\sqrt\tau\sum_jw(\mathbf r_j)}\right\rangle
=\exp\left[-\frac\tau2\sum_{ij}u(\mathbf r_i-\mathbf r_j)\right].$$

The terms $i=j$ contribute $e^{-\tau NC_0}$, which the factor $e^{\tau NC_0}$ removes. With finitely many $\mathbf Q$, the formula for $e^{-\tau V}$ then has no time-step error.

As a numerical case, place three electrons at $(0,0,0)$, $(1,2,0)$ and $(2,0.5,3)$ bohr in the 5 bohr cell and keep $|\mathbf Q|\le2k$. There are 32 vectors and 32 real fields. The direct pair energy is $-0.2690$ hartree and $NC_0=1.5438$ hartree. At $\tau=1$ hartree$^{-1}$ the bare average is

$$e^{-(1.5438-0.2690)}=0.2795.$$

Multiplication by $e^{1.5438}$ gives $1.3087$, equal to $e^{0.2690}$ as required.

This case also shows a sampling cost. Each sample is a phase of modulus one. If the average is $m$, the root-mean-square deviation of one complex sample relative to $m$ is $\sqrt{1-m^2}/m$, here about 3.4. Since $m=e^{-\tau(V+NC_0)}$, raising the cutoff on $\mathbf Q$ at fixed $\tau$ eventually makes $m$ small, and the phases cancel more strongly. This estimate is for fixed positions and plain Gaussian sampling.

## 6. Truncated basis: the time-step error

In a truncated basis $\rho(\mathbf Q)$ and $\rho(-\mathbf Q)$ need not commute. For the basis $-k,0,k$, the commutator $[\rho(k),\rho(-k)]$ acting on one electron has diagonal elements $-1,0,1$. At $-k$, for example, $\rho(k)\rho(-k)$ gives zero because the shift to $-2k$ is missing, while $\rho(-k)\rho(k)$ gives one.

Let $a,b$ run over all operators $A_{\mathbf Q},B_{\mathbf Q}$. Odd moments of the fields vanish. The second moments are $\langle x_ax_b\rangle=\delta_{ab}$, and the fourth moments are the sum over the three pairings. Hence

$$\left\langle e^{i\sqrt\tau\hat h}\right\rangle=1-\frac\tau2\sum_aa^2
+\frac{\tau^2}{24}\sum_{ab}(aabb+abab+abba)+O(\tau^3).$$

With $X=\frac12\sum_aa^2$, the desired exponential is

$$e^{-\tau X}=1-\frac\tau2\sum_aa^2+\frac{\tau^2}{8}\sum_{ab}aabb+O(\tau^3).$$

Subtracting and using $1/8=3/24$ gives

$$\left\langle e^{i\sqrt\tau\hat h}\right\rangle-e^{-\tau X}=\tau^2D+O(\tau^3),$$
$$D=\frac1{24}\sum_{ab}(abab+abba-2aabb).$$

If all operators commute, the three products are equal and $D=0$.

The self factors do not change this coefficient. The second-order part of $e^{\tau S/2}e^{-\tau X}e^{\tau S/2}$ is

$$\tau^2\left[\frac{S^2}{2}-\frac{SX+XS}{2}+\frac{X^2}{2}\right]=\frac{\tau^2}{2}(X-S)^2,$$

which agrees with $e^{-\tau V}$ because $V=X-S$. The leading error of the complete step is therefore $\tau^2D$. Equivalently, the step propagates with $V-\tau D$ up to a local error $O(\tau^3)$, so energies generally acquire an error of first order in $\tau$.

The kinetic energy $T=\sum_{\mathbf G\sigma}\frac12G^2n_{\mathbf G\sigma}$ commutes with $S$, since both are diagonal in the occupations. One may use

$$e^{-\tau(T+V)}\approx e^{-\tau(T-S)/2}\left\langle e^{i\sqrt\tau\hat h}\right\rangle e^{-\tau(T-S)/2}.$$

The symmetric splitting adds a local error of order $\tau^3$, so $D$ still gives the leading one when it is nonzero.

## 7. Propagating determinants

For one sample, the orbital matrix of $\hat h$ is

$$h_{\mathbf G'\mathbf G}=g_{|\mathbf G'-\mathbf G|}\,\phi_{\mathbf G'-\mathbf G}\quad(\mathbf G'\ne\mathbf G),\qquad h_{\mathbf G\mathbf G}=0,$$

the same for both spins. Let $p,q$ label spin orbitals, with $h$ diagonal in spin. From $[\hat h,c_p^\dagger]=\sum_qc_q^\dagger h_{qp}$, the operators $f_p(\lambda)=e^{i\lambda\hat h}c_p^\dagger e^{-i\lambda\hat h}$ obey $f_p'=i\sum_qf_qh_{qp}$. Since $f_p(0)=c_p^\dagger$,

$$e^{i\sqrt\tau\hat h}c_p^\dagger e^{-i\sqrt\tau\hat h}=\sum_qc_q^\dagger U_{qp},\qquad U=e^{i\sqrt\tau h}.$$

The vacuum is unchanged because $\hat h|0\rangle=0$. A determinant thus becomes another determinant, with each orbital multiplied by $U$. Its overlap with a determinant of basis orbitals $r_1,\ldots,r_N$ is $\det U_{r_ip_j}$, the signed sum over ways of matching creators with annihilators.

A different implementation multiplies each orbital by $e^{i\sqrt\tau w(\mathbf r)}$ in real space and then projects it back onto $B$. Let $P$ be this projector, and let $w$ contain all differences of vectors in $B$. For one electron the projected factor is

$$P e^{i\sqrt\tau w}P=P+i\sqrt\tau\,PwP-\frac\tau2Pw^2P+\cdots,$$

whereas $U$ contains $(PwP)^2$ in place of $Pw^2P$. The difference is of order $\tau$ and changes the self term. For $N$ electrons the projection acts on the complete-basis average of Section 5. To first order in $\tau$ that average is $1-\tau(V_{\rm full}+NC_0)$, where $V_{\rm full}$ is the unprojected pair interaction. Its projection is $V$, so the constant $NC_0$ belongs to this implementation, with a remaining local error of order $\tau^2$. The one-body $S$ belongs to the exponential of the truncated matrix. This comparison assumes products evaluated without aliasing.

## 8. The three-electron example

With $L=5$ bohr, $\Omega=125$ bohr$^3$ and $k=2\pi/L=1.2566$ bohr$^{-1}$, the two couplings are

$$\frac{v(k)}\Omega=0.063662,\qquad \frac{v(2k)}\Omega=0.015915\quad\text{hartree}.$$

The available transfers are $\pm k,\pm2k$: two pairs and four real fields. From $0$ there are two shifts of length $k$; from either edge there is one of length $k$ and one of length $2k$. Thus, in hartree,

$$s(0)=\tfrac12(2\times0.063662)=0.063662,$$
$$s(\pm k)=\tfrac12(0.063662+0.015915)=0.039789.$$

The determinant $|0\uparrow,k\uparrow,0\downarrow\rangle$ has two electrons at $0$ and one at $k$, so

$$\langle S\rangle=2(0.063662)+0.039789=0.167113\ \text{hartree}.$$

For the squares, $\langle\rho(\mathbf Q)\rho(-\mathbf Q)\rangle$ is the squared norm of $\rho(-\mathbf Q)$ acting on the determinant. It counts the allowed moves, which lead to orthogonal determinants:

- A shift by $+k$ allows one move, $0\downarrow\to k\downarrow$. The move $0\uparrow\to k\uparrow$ is blocked by the Pauli principle.
- A shift by $-k$ allows two, $0\uparrow\to-k\uparrow$ and $0\downarrow\to-k\downarrow$; the move $k\uparrow\to0\uparrow$ is blocked.
- A shift by $+2k$ allows none, and one by $-2k$ allows $k\uparrow\to-k\uparrow$.

The expectation of the squares is therefore

$$\tfrac12(3\times0.063662+0.015915)=0.103451\ \text{hartree},$$

and

$$\langle V\rangle=0.103451-0.167113=-0.063662\ \text{hartree}=-1.732\ \text{eV}.$$

This is $-v(k)/\Omega$, the exchange energy of the two spin-up electrons. The direct term is absent because it has $\mathbf Q=0$.

The complete-basis constant for the same transfers is $C_0=0.079577$ hartree, or $NC_0=0.238732$ hartree. Used with the truncated matrices, it gives the value $-0.135282$ hartree. It also lowers the lowest energy of $T+V$ from $0.7234$ to $0.6517$ hartree. The fault is more than a shift of the energy zero: $C_0-s(\mathbf G)$ is $0.0159$ hartree at $0$ and $0.0398$ hartree at $\pm k$, so the relative orbital energies change too.

At $\tau=0.1$ hartree$^{-1}$, quadrature over the four fields gives a diagonal element $0.989723$ for this determinant. The self factors multiply it by $e^{0.1\times0.167113}=1.016852$, giving $1.006401$; the corresponding element of $e^{-\tau V}$ is $1.006407$. Over all states with two spin-up electrons and one spin-down electron, the operator norm of the error is $1.77\times10^{-5}$, and halving $\tau$ reduces it by a factor $3.99$. The norm of $D$ is $1.77\times10^{-3}$ hartree$^2$, so $\tau^2D$ accounts for this error at leading order. The program also tests the matrix $D$ itself against the measured error at a smaller step.

## Numbers as computed

```
SEVEN PLANE WAVES, WHOLE FOCK SPACE
nonzero Q: 24, real fields: 24
largest matrix-element error of identity: 6.7e-16 hartree
THREE PLANE WAVES, 2 UP + 1 DOWN
cell length L = 5.0 bohr, volume = 125.0 bohr^3
k = 2 pi/L = 1.256637 1/bohr
number of real fields = 4
field quadrature points = 4096
Q = 1k: v/Omega = 0.063662 hartree, g = 0.178412 hartree^1/2
Q = 2k: v/Omega = 0.015915 hartree, g = 0.089206 hartree^1/2
diagonal of [rho(k),rho(-k)] for G=-k,0,k: [-1  0  1]
s(-k), s(0), s(k) = 0.039789, 0.063662, 0.039789 hartree
C0 from the same Q = 0.079577 hartree per electron
reference determinant: 0 up, k up, 0 down
expectation of squares = 0.103451 hartree
expectation of S = 0.167113 hartree
expectation of V = -0.063662 hartree = -1.7323 eV
exchange -v(k)/Omega = -0.063662 hartree
N*C0 = 0.238732 hartree
expectation of V if N*C0 replaces S = -0.135282 hartree
lowest energy T+V, correct S = 0.723419 hartree
lowest energy T+V, N*C0 instead = 0.651724 hartree
time step tau = 0.10 1/hartree, reference diagonal elements:
  field average alone = 0.98972280
  with self factors = 1.00640129
  exact exp(-tau V) = 1.00640687
propagator error norm at tau=0.10: 1.7677e-05
propagator error norm at tau=0.05: 4.4260e-06
error ratio on halving tau = 3.9938
norm of predicted tau^2 coefficient = 1.7731e-03 hartree^2
relative mismatch at tau=0.01: 5.49e-04
COMPLETE BASIS, THREE ELECTRONS AT FIXED POINTS
electron 1 at (0.0, 0.0, 0.0) bohr
electron 2 at (1.0, 2.0, 0.0) bohr
electron 3 at (2.0, 0.5, 3.0) bohr
Q with |Q| <= 2k: 32, real fields: 32
direct pair energy = -0.269015 hartree
C0 = 0.514601 hartree, N*C0 = 1.543803 hartree
tau = 1.0 1/hartree, field average = 0.27949033
average times exp(tau N C0) = 1.30867526
direct exp(-tau V) = 1.30867526
GROWTH OF THE SELF CONSTANT
C0 at cutoff 10k = 3.709776 hartree, at 20k = 7.707571 hartree
slope = 0.318134 hartree bohr, 1/pi = 0.318310
```
